# Langmuir Adsorption on a Flat Energy Distribution and the Temkin Regime

## Coverage on a surface with unequal sites

A Langmuir isotherm has one binding constant. Fitted to a surface whose sites differ in strength, it can fail badly outside the fitted range. On the model surface treated below, the coverage at $10^{-8}$ Torr is 0.0192. A single constant chosen to match that point is $K=0.0192/(0.9808\times10^{-8}\ \mathrm{Torr})\approx2.0\times10^{6}\ \mathrm{Torr^{-1}}$, and at $10^{-5}$ Torr it predicts a coverage of $20/21\approx0.95$. The actual model coverage there is 0.44. The low-pressure coverage comes mostly from the strongest sites. The fit turns it into one constant, close to the average of $K$ over all sites and too large for most of them.

### One site in equilibrium with a gas

Take an ideal monatomic gas of mass $m$ at pressure $p$ and temperature $T$, with a non-degenerate electronic ground state. Each surface site holds at most one atom, and sites do not influence one another. The binding energy $E>0$ is the energy needed to take an atom from its vibrational ground state on the site to rest in the gas.

The translational partition function of one gas atom in volume $V$ is $V/\Lambda^3$, with $\Lambda=h/\sqrt{2\pi mkT}$. For $N$ atoms the chemical potential is $\mu=-kT\ln[V/(N\Lambda^3)]$. Since $N/V=p/kT$,

$$\mu=kT\ln\frac{p\Lambda^3}{kT}. \tag{1}$$

A bound atom vibrates in three directions, each with quantum $\hbar\omega$. Counting levels from the ground state gives a geometric series for each direction, so

$$q=\left(1-e^{-\hbar\omega/kT}\right)^{-3}. \tag{2}$$

An empty site contributes 1 to the grand partition function. A filled one contributes $q\,e^{(E+\mu)/kT}$, because its ground-state energy is $-E$. The mean occupation is the filled term divided by the sum. With (1),

$$\theta(E,p)=\frac{K(E)p}{1+K(E)p},\qquad K(E)=\frac{\Lambda^3q}{kT}\,e^{E/kT}. \tag{3}$$

This is Langmuir's isotherm. A site is half filled at $p=1/K(E)$.

### The average over binding energies

Let the energies be spread uniformly from $E_L$ to $E_H$, with $D=E_H-E_L$, and let all sites share the same $q$. Write $K_L=K(E_L)$, $K_H=K(E_H)$ and $w=D/kT$, so that $K_H/K_L=e^{w}$. The mean coverage, meaning the filled fraction of all sites, is

$$\Theta(p)=\frac1D\int_{E_L}^{E_H}\frac{K(E)p}{1+K(E)p}\,dE. \tag{4}$$

At fixed temperature (3) gives $dK/dE=K/kT$, hence $dE=kT\,dK/K$. The factor $K$ in the numerator cancels:

$$\Theta=\frac{kT}{D}\int_{K_L}^{K_H}\frac{p\,dK}{1+Kp}
=\frac{kT}{D}\ln\frac{1+K_Hp}{1+K_Lp}. \tag{5}$$

No approximation has been made between (4) and (5).

At low pressure, $K_Hp\ll1$, both logarithms may be expanded with $\ln(1+x)\approx x$:

$$\Theta\approx\frac{kT}{D}(K_H-K_L)\,p. \tag{6}$$

Coverage is proportional to pressure. If $D\gg kT$, then $K_L$ is negligible and the coefficient is $(kT/D)K_H$, as if a fraction $kT/D$ of the sites had the largest binding constant.

At high pressure, $K_Lp\gg1$, write $\ln(1+x)=\ln x+\ln(1+1/x)\approx\ln x+1/x$. The leading logarithms give $\ln(K_H/K_L)=w$, which the prefactor $1/w$ turns into 1. The rest gives

$$1-\Theta\approx\frac{kT}{D}\left(\frac1{K_L}-\frac1{K_H}\right)\frac1p. \tag{7}$$

The last vacancies are mostly on the weakest sites.

### The intermediate regime

Between these limits lie pressures at which the strongest sites are nearly full and the weakest nearly empty:

$$\frac1{K_H}\ll p\ll\frac1{K_L}. \tag{8}$$

To keep the error in view, factor $K_Hp$ out of the numerator in (5):

$$\Theta=\frac{kT}{D}\left[\ln(K_Hp)+\ln\!\left(1+\frac1{K_Hp}\right)-\ln(1+K_Lp)\right]. \tag{9}$$

Under (8) the last two terms are small, and the Temkin law remains:

$$\boxed{\Theta\approx\frac{kT}{D}\ln(K_Hp)}. \tag{10}$$

Choose a tolerance $\varepsilon<1$ and require $K_Hp\ge1/\varepsilon$ and $K_Lp\le\varepsilon$. The pressure window is then

$$\frac1{\varepsilon K_H}\le p\le\frac{\varepsilon}{K_L}. \tag{11}$$

Each discarded logarithm in (9) lies between 0 and $\ln(1+\varepsilon)$. They enter with opposite signs, so their difference cannot exceed that value in magnitude:

$$\left|\Theta-\frac{kT}{D}\ln(K_Hp)\right|\le\frac{kT}{D}\ln(1+\varepsilon). \tag{12}$$

This is an absolute error in coverage. The ratio of the upper to the lower end of (11) is $\varepsilon^2e^{w}$, so the window is open only if

$$D>2kT\ln(1/\varepsilon). \tag{13}$$

For $\varepsilon=0.1$ this means $D>4.6\,kT$. A spread of energies is therefore not enough for logarithmic growth; it must be several times the thermal energy.

The slope gives a second view of the same condition. Differentiating (5) with respect to $\ln p$ and using $d\ln(1+Kp)/d\ln p=Kp/(1+Kp)$,

$$\frac{d\Theta}{d\ln p}=\frac{kT}{D}\left[\theta(E_H,p)-\theta(E_L,p)\right]. \tag{14}$$

Well inside a wide window the bracket is close to 1. At the ends of (11) it is about $1/(1+\varepsilon)$, or 0.91 for $\varepsilon=0.1$. At $p=1/\sqrt{K_LK_H}$ we have $K_Hp=e^{w/2}$ and $K_Lp=e^{-w/2}$. The ratio in (5) is then $(1+e^{w/2})/(1+e^{-w/2})=e^{w/2}$, so $\Theta=1/2$. The slope there is

$$\left.\frac{d\Theta}{d\ln p}\right|_{1/2}
=\frac{kT}{D}\,\frac{e^{w/2}-1}{e^{w/2}+1}
=\frac{kT}{D}\tanh\frac{D}{4kT}. \tag{15}$$

As $D\to0$, $\tanh x\approx x$ and the slope becomes $1/4$, the value for identical Langmuir sites. At $D=2kT$ the hyperbolic tangent is 0.462 and the slope is 0.231, still close to $1/4$. Such a surface has no Temkin regime.

### A filling front in energy

Define $E_f$ by $K(E_f)p=1$. Then $K(E)p=e^{(E-E_f)/kT}$, and (3) reads

$$\theta=\frac1{1+e^{(E_f-E)/kT}}. \tag{16}$$

Sites bound more strongly than $E_f$ are mostly filled and weaker ones mostly empty, with a transition a few $kT$ wide. Raising $\ln p$ by one unit lowers $E_f$ by $kT$. While the front lies well inside a flat distribution, each such step fills nearly the same fraction of sites, $kT/D$; near either edge it fills less. This is the origin of the logarithm.

For a general normalized density of sites $\rho(E)$, (3) gives $\partial\theta/\partial\ln p=\theta(1-\theta)$, so

$$\frac{d\Theta}{d\ln p}=\int\rho(E)\,\theta(1-\theta)\,dE. \tag{17}$$

From (16), $\theta(1-\theta)=kT\,\partial\theta/\partial E$, whose integral over the whole front is $kT$. The slope is thus $kT$ times the density averaged over the front. It is constant if that averaged density is constant, and a peaked distribution gives a curved plot.

### Pressure at given coverage, and the heat of adsorption

Equation (5) can be inverted. Exponentiation gives $1+K_Hp=e^{w\Theta}(1+K_Lp)$. Inserting $K_L=K_He^{-w}$ and collecting the terms in $p$,

$$K_Hp=\frac{e^{w\Theta}-1}{1-e^{-w(1-\Theta)}}. \tag{18}$$

The isosteric heat is defined by $Q=kT^2(\partial\ln p/\partial T)_\Theta$. To find it, we need the temperature dependence of $K$. In $\ln K=3\ln\Lambda+\ln q-\ln(kT)+E/kT$, the four derivatives with respect to $T$ are $-3/2T$, $U_v/kT^2$, $-1/T$ and $-E/kT^2$, where $U_v=3\hbar\omega/(e^{\hbar\omega/kT}-1)$ is the thermal vibrational energy. Therefore

$$kT^2\frac{\partial\ln K}{\partial T}=-(E+c),\qquad c=\tfrac52kT-U_v. \tag{19}$$

Take the logarithm of (18) and differentiate at fixed $\Theta$. The term $-\ln K_H$ contributes $E_H+c$. For the others, $kT^2\,dw/dT=-kTw=-D$, and

$$Q=E_H+c-D\left[\frac{\Theta}{1-e^{-w\Theta}}-\frac{1-\Theta}{e^{w(1-\Theta)}-1}\right]. \tag{20}$$

When $w\Theta\gg1$ and $w(1-\Theta)\gg1$, the bracket reduces to $\Theta$:

$$Q\approx E_H+c-D\,\Theta. \tag{21}$$

The heat falls linearly with coverage because the front moves to weaker sites. As $\Theta\to0$ the first fraction in (20) tends to $1/w$, so for $w\gg1$ the heat starts near $E_H+c-kT$: even the first atoms are spread thermally over sites slightly weaker than the best.

### Example: cadmium vapour on a disordered surface

Consider reversible adsorption of cadmium on a disordered chalcogenide surface. Cadmium vapour is monatomic with a non-degenerate ground state, so (1) applies directly. The parameters are rough round values: $T=550$ K, $E_L=1.20$ eV, $E_H=1.80$ eV, $\hbar\omega=0.010$ eV and site spacing $a=0.43$ nm.

With $kT=0.0474$ eV, $w=0.60/0.0474=12.66$. The thermal wavelength is 0.00702 nm and $q=145.3$. The prefactor $kT/(\Lambda^3q)$ is about $1.5\times10^{11}$ Pa, or $1.13\times10^{9}$ Torr. For the strongest sites $e^{-E_H/kT}\approx3.2\times10^{-17}$, hence

$$\frac1{K_H}\approx3.6\times10^{-8}\ \mathrm{Torr},\qquad
\frac1{K_L}\approx1.14\times10^{-2}\ \mathrm{Torr}. \tag{22}$$

With $\varepsilon=0.1$, window (11) runs from $3.6\times10^{-7}$ to $1.14\times10^{-3}$ Torr ($4.8\times10^{-5}$ to 0.15 Pa), or 3.5 decades. Coverage rises across it from 0.19 to 0.81. Identical Langmuir sites would cover the same range within a pressure ratio $(0.81/0.19)^2\approx18$, or 1.3 decades.

| $p$ (Torr) | $\Theta$ from (5) | $\Theta$ from (10) |
|---:|---:|---:|
| $10^{-8}$ | 0.019 | −0.102 |
| $10^{-7}$ | 0.104 | 0.080 |
| $10^{-6}$ | 0.265 | 0.262 |
| $10^{-5}$ | 0.444 | 0.444 |
| $10^{-4}$ | 0.625 | 0.626 |
| $10^{-3}$ | 0.801 | 0.808 |
| $10^{-2}$ | 0.940 | 0.989 |

Each decade adds $\ln10/w=0.182$ to the Temkin coverage. The largest error inside the window is 0.0075 and occurs at its ends, where (12) is nearly saturated. Below $1/K_H$ the Temkin expression is negative and has no meaning as a coverage. The last row describes the model with at most one atom per site. At $10^{-2}$ Torr, a little under half the saturation pressure estimated below, further layers could hold a substantial amount of cadmium that the table does not count.

The heat offset is $c=-0.009$ eV. At $\Theta=0.3$ the heat is 1.607 eV, while (21) gives 1.611 eV. The difference is the correction $D\Theta e^{-w\Theta}\approx0.004$ eV contained in (20). At half coverage both give 1.491 eV.

### What the model leaves out

**Repulsion between adatoms.** In mean field, repulsion lowers every binding energy by $U\Theta$. By (3) this replaces $p$ with $p\,e^{-U\Theta/kT}$. At given coverage $\ln p$ must therefore be larger by $U\Theta/kT$, and the inverse slopes add:

$$\frac{d\ln p}{d\Theta}=\left.\frac{d\ln p}{d\Theta}\right|_{U=0}+\frac{U}{kT}. \tag{23}$$

For parallel dipoles $\mu_d$ normal to a square lattice, without screening or image effects, $U=9.03\,\mu_d^2/(4\pi\varepsilon_0a^3)$. A round dipole of 1 debye gives $U=0.071$ eV. The slope at half coverage falls from 0.0787 to 0.0704, by about 11%.

In the same mean-field treatment, identical sites with repulsion obey $d\ln p/d\Theta=1/[\Theta(1-\Theta)]+U/kT$. If $U/kT$ exceeds 4, the constant term is the larger one near half coverage, and the isotherm of this formula approaches a logarithm. The formula assumes that all sites stay equally occupied. With nearest-neighbour repulsion on a square lattice, $U$ is four times the pair energy, and a mean field allowed two sublattices already gives a checkerboard pattern at $\Theta=1/2$ once $U/kT>4$; for the dipole interaction above this happens near $U/kT\approx14$. Mean field ignores the tendency of adatoms to avoid one another. On a square lattice with a nearest-neighbour repulsion of about $kT$ per pair, this tendency already makes $d\Theta/d\ln p$ dip slightly near $\Theta=1/2$, although long-range order at that coverage needs about $1.76\,kT$. When the repulsion is strong enough to produce an ordered pattern, the dip is deep and the logarithmic law fails there. For moderate repulsion the isotherm can still look nearly logarithmic, so a measured slope alone does not separate site disorder from repulsion.

**Shape of the distribution.** A Gaussian with the same mean and variance has standard deviation $D/\sqrt{12}=0.173$ eV. Its slope at half coverage is 1.25 times that of the flat distribution. At the lower end of the window its slope has dropped to 0.61 of its own mid-value, against 0.91 for the flat case. The coverages differ by at most 0.036 within the window, and the Gaussian isotherm departs there from its own least-squares line in $\ln p$ by at most 0.021. Coverage data with errors of that size could hide the curvature.

**Vibrations that depend on the site.** Let the quantum rise linearly from 10 meV on the weakest sites to 15 meV on the strongest. Stiffer sites have a smaller $q$, which partly offsets their larger binding energy and narrows the range of $K$. The slope at half coverage rises to 0.0856, by about 9%. When $\ln K$ is nearly linear in $E$, the quantity that sets the Temkin slope is $\ln(K_H/K_L)$, which equals $D/kT$ if $q$ is common to all sites.

**Condensation.** Treat bulk cadmium as an Einstein crystal with a rough binding energy of 1.2 eV and quantum of 13 meV. Its chemical potential is $-E_b-kT\ln q_b$; equating this to (1) gives a saturation pressure $1/K$ evaluated with the bulk values, about $2\times10^{-2}$ Torr. An error of 0.05 eV in $E_b$ would change this by a factor $e^{0.05/0.0474}\approx2.9$. The top of the window lies at 0.05 of the estimate. If a second-layer atom were bound as in the bulk, about 5% of the filled sites would carry one there. The high-pressure limit (7) requires $p\gg1.14\times10^{-2}$ Torr and so lies beyond condensation in this example.

**Time to equilibrate.** With unit sticking on empty sites and no diffusion between sites, the arrival rate per site is $rp$, where $r=a^2/\sqrt{2\pi mkT}$. Detailed balance fixes the desorption rate at $r/K$, so

$$\frac{d\theta}{dt}=rp(1-\theta)-\frac rK\theta,\qquad
\tau=\frac1{r(p+1/K)}. \tag{24}$$

At given pressure the strongest sites are the slowest. Their time constant is 9.6 s at the bottom of the window and 0.19 s at the half-coverage pressure of $2.0\times10^{-5}$ Torr.

**Temperature error.** At fixed pressure $(\partial\Theta/\partial T)_p=-(Q/kT^2)\,d\Theta/d\ln p$. At half coverage this is $-1.491\times0.0787/(0.0474\times550)=-0.0045\ \mathrm{K^{-1}}$. If gas and surface are both 10 K hotter than assumed, at the same pressure, the coverage is lower by 0.045, six times the largest Temkin error in the window.

### Relation to the growth of II–VI films

The example resembles the metal dose in atomic layer epitaxy of cadmium chalcogenides, in which the surface is exposed to metal and chalcogen vapours in turn. The assumed energy range is a model choice, not a measurement. For a beam of flux $J$ with the same sticking assumption, (24) still applies if $p$ is replaced by $J\sqrt{2\pi mkT}$, with $T$ the surface temperature.

One assumption that can fail here is reversible equilibrium. At the bottom of the window, a one-second dose on an initially empty surface brings the strongest sites to only $1-e^{-1/9.6}\approx0.10$ of their equilibrium occupation. Where cadmium reacts with chalcogen sites and does not desorb during the dose, coverage depends on the accumulated dose, and neither (5) nor (10) describes it. The derivation carries over to the reversibly bound part if its sites act independently, share one $q$ and have the assumed flat distribution of energies, the exposure is much longer than the $\tau$ of the strongest sites, and the pressure stays well below saturation.

The numerical output below lists the main computed values of the cadmium example.

## Computed results

```
temperature                        550 K
thermal energy kT                  0.04740 eV
atomic mass of Cd                  112.41 u
lowest, highest binding energy     1.20, 1.80 eV
width of distribution              0.60 eV
width / kT                         12.659
vibrational quantum                0.010 eV
site spacing                       0.43 nm
thermal wavelength                 0.00702 nm
vibrational sum q                  145.29
canonical count coverage           0.58827
Langmuir coverage, same pressure   0.58826
half-filling p, strongest sites    3.633e-08 Torr
half-filling p, weakest sites      1.143e-02 Torr
pressure at mean coverage 1/2      2.038e-05 Torr
window tolerance epsilon           0.10
least width/kT for open window     4.605
window bottom                      3.633e-07 Torr
window top                         1.143e-03 Torr
window length                      3.50 decades
coverage at window ends            0.1894, 0.8106
largest Temkin error in window     0.00753
bound on that error                0.00753
p (Torr), exact coverage, Temkin coverage:
  1e-08  0.0192  -0.1019
  1e-07  0.1045  0.0800
  1e-06  0.2647  0.2619
  1e-05  0.4440  0.4438
  1e-04  0.6250  0.6256
  1e-03  0.8009  0.8075
  1e-02  0.9398  0.9894
Temkin slope kT/width              0.07899 per unit ln p
Temkin slope per decade            0.1819
exact slope at half coverage       0.07871 per unit ln p
slope/(kT/width) if width = 2 kT   0.4621
heat offset c                      -0.0092 eV
coverage, isosteric heat, linear law (eV):
  0.3  1.6067  1.6108
  0.5  1.4908  1.4908
  0.7  1.3748  1.3708
dipole lattice sum                 9.0336
repulsion at full cover, 1 debye   0.0709 eV
half-coverage slope with repulsion 0.07042 per unit ln p
Gaussian standard deviation        0.1732 eV
Gaussian/flat slope at mid         1.249
edge/mid slope: Gaussian, flat     0.609, 0.912
largest Gaussian coverage shift    0.0358
slope, quantum 10 to 15 meV        0.08564 per unit ln p
bulk Cd energy, quantum (rough)    1.2, 0.013 eV
estimated saturation pressure      2.3e-02 Torr
window top / saturation pressure   0.050
strong-site time at window bottom  9.58 s
strong-site time at p for 1/2      0.188 s
coverage change for +10 K, mid     -0.0450
```
